# Condition for the 3x1 hydride phase on Si(100): test program

```python
"""
Result under test: on Si(100) the 3x1 hydride (4/3 H per surface atom) has a
window of hydrogen chemical potential mu between monohydride and dihydride
if and only if  f_3x1 < (2/3) f_mono + (1/3) f_di.
f_* : formation free energy per surface Si atom at mu = 0 (eV)
mu  : hydrogen chemical potential counted from half an H2 molecule (eV)
M   : monohydride dimer (2 Si, 2 H);  D : dihydride unit (1 Si, 2 H)
J_* : energy of a contact between neighbouring units along the dimer bond (eV)
Independent lines of units are used for the finite-temperature model.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf, mp

KB = const.k / const.e
rng = np.random.default_rng(7)


def boundaries(f_mono, f_3x1, f_di):
    """Chemical potentials of the 2x1/3x1 and 3x1/1x1 crossings."""
    return 3 * (f_3x1 - f_mono), 1.5 * (f_di - f_3x1)


# --- Test: inequalities against direct minimisation over mu ---
step = 0.002
mu_grid = np.arange(-7, 7, step)
coverages = np.array([0, 1, 4 / 3, 2])
outcomes = {True: 0, False: 0}
sequence_outcomes = {True: 0, False: 0}
for _ in range(500):
    f = rng.uniform(-1, 1, 4)            # clean, mono, 3x1, di
    low, high = boundaries(f[1], f[2], f[3])
    omega = f[:, None] - coverages[:, None] * mu_grid
    if abs(high - low) > 3 * step:       # narrower windows can miss the grid
        found = bool(np.any(np.argmin(omega[1:], axis=0) == 1))
        predicted = bool(f[2] < 2 * f[1] / 3 + f[3] / 3)
        assert found == predicted
        outcomes[found] += 1
    first = f[1] - f[0]
    if min(abs(high - low), abs(low - first)) > 3 * step:
        all_seen = len(set(np.argmin(omega, axis=0))) == 4
        assert all_seen == bool(first < low < high)
        sequence_outcomes[all_seen] += 1
assert min(outcomes.values()) > 20 and min(sequence_outcomes.values()) > 5


# --- Periodic sequences of units, energies summed contact by contact ---
def enumerate_phases(e_m, e_d, j_mm, j_md, j_dd, second=0.0, longest=9):
    """Coverage and energy per Si atom of every ring of M and D units."""
    contact = {"MM": j_mm, "MD": j_md, "DM": j_md, "DD": j_dd}
    phases = []
    for n in range(1, longest + 1):
        for ring in itertools.product("MD", repeat=n):
            atoms = sum(2 if u == "M" else 1 for u in ring)
            energy = sum(e_m if u == "M" else e_d for u in ring)
            for i in range(n):
                a, b, c = ring[i], ring[(i + 1) % n], ring[(i + 2) % n]
                energy += contact[a + b]
                if a + b + c == "DMD":
                    energy += second
            phases.append((2 * n / atoms, energy / atoms))
    return np.array(phases)


def window_from_phases(phases):
    """Range of mu in which the best phase of coverage 4/3 is the lowest."""
    theta, energy = phases.T
    same = np.abs(theta - 4 / 3) < 1e-9
    best = energy[same].min()
    below = theta < 4 / 3 - 1e-9
    above = theta > 4 / 3 + 1e-9
    low = np.max((best - energy[below]) / (4 / 3 - theta[below]))
    high = np.min((energy[above] - best) / (theta[above] - 4 / 3))
    return low, high


signs = {True: 0, False: 0}
for _ in range(12):
    e_m, e_d = rng.uniform(-2, 0, 2)
    j_mm, j_md, j_dd = rng.uniform(-0.1, 0.1, 3)
    f_m, f_d = (e_m + j_mm) / 2, e_d + j_dd
    f_x = (e_m + e_d + 2 * j_md) / 3
    low, high = window_from_phases(
        enumerate_phases(e_m, e_d, j_mm, j_md, j_dd, longest=8))
    drive = j_mm + j_dd - 2 * j_md
    signs[bool(drive > 0)] += 1
    if drive > 0:
        assert np.allclose((low, high), boundaries(f_m, f_x, f_d), atol=1e-9)
        assert abs(high - low - 1.5 * drive) < 1e-9
    else:
        assert high - low < 1e-9
assert min(signs.values()) > 0

# --- Worked example: round model energies, eV per surface atom ---
f_clean, f_mono, f_3x1, f_di = 0.0, -0.90, -0.88, -0.75
temperature = 400.0
mu_first = f_mono - f_clean
mu_low, mu_high = boundaries(f_mono, f_3x1, f_di)
chord = 2 * f_mono / 3 + f_di / 3
margin = chord - f_3x1
assert mu_first < mu_low < mu_high
# Only one combination of contacts is fixed; put all of it in the DD contact.
unit_m = 2 * f_mono
unit_d = 3 * f_3x1 - unit_m
contact_dd = f_di - unit_d
second_neighbour = 0.01
low_2, high_2 = window_from_phases(enumerate_phases(
    unit_m, unit_d, 0, 0, contact_dd, second_neighbour))
assert high_2 - low_2 < mu_high - mu_low


# --- Finite temperature: closed relation and site transfer matrix ---
def line_closed(mu, temp):
    """Grand potential, like-neighbour probabilities, coverage."""
    beta = 1 / (KB * temp)
    w_m, w_x, w_d = f_mono - mu, f_3x1 - 4 * mu / 3, f_di - 2 * mu
    lowest = min(w_m, w_x, w_d)

    def relation(w):
        return ((1 - np.exp(2 * beta * (w - w_m)))
                * (1 - np.exp(beta * (w - w_d)))
                - np.exp(3 * beta * (w - w_x)))
    w = brentq(relation, lowest - 3 / beta, lowest, xtol=1e-14)
    a, d = np.exp(2 * beta * (w - w_m)), np.exp(beta * (w - w_d))
    return w, a, d, 2 * (2 - a - d) / (3 - a - 2 * d)


def line_sites(mu, temp):
    """Site states: left dimer atom, right dimer atom, dihydride."""
    beta = 1 / (KB * temp)
    start_m = np.exp(-beta * (unit_m - 2 * mu))
    start_d = np.exp(-beta * (unit_d - 2 * mu))
    matrix = np.array([[0, 1, 0],
                       [start_m, 0, start_d],
                       [start_m, 0, start_d * np.exp(-beta * contact_dd)]])
    values, vectors = np.linalg.eig(matrix)
    k = np.argmax(values.real)
    top, r = values[k].real, vectors[:, k].real
    return (-np.log(top) / beta, matrix[1, 0] * r[0] / (top * r[1]),
            matrix[2, 2] / top)


for temp in (400.0, 800.0):
    for mu in (-0.1, 0.05, 0.13, 0.3):
        w, a, d, theta = line_closed(mu, temp)
        assert np.allclose((w, a, d), line_sites(mu, temp), atol=1e-7)
        h = 1e-4
        slope = (line_sites(mu + h, temp)[0]
                 - line_sites(mu - h, temp)[0]) / (2 * h)
        assert abs(theta + slope) < 1e-4     # finite-difference error
mu_mid = (mu_low + mu_high) / 2
for mu, expected in ((mu_low - 0.05, 1), (mu_mid, 4 / 3), (mu_high + 0.05, 2)):
    assert abs(line_closed(mu, 20.0)[3] - expected) < 1e-4

# --- Steric cause: silane pairs placed as neighbouring surface units ---
lattice = 0.543                  # nm, rough cubic lattice constant of Si
spacing = lattice / np.sqrt(2)
bond_sih, bond_dimer = 0.148, 0.240     # nm, rough
half_angle = np.arccos(1 / np.sqrt(3))  # half the tetrahedral angle
shift = (spacing - bond_dimer) / 2
drop = lattice / 4 - np.sqrt((lattice / 4)**2 - shift**2)
turn = np.pi / 2 - half_angle           # makes the dimer bond horizontal


def silane(x, z, angle):
    s, c = np.sin(half_angle), np.cos(half_angle)
    h = bond_sih * np.array([[s, 0, c], [-s, 0, c], [0, s, -c], [0, -s, -c]])
    rot = np.array([[np.cos(angle), 0, np.sin(angle)], [0, 1, 0],
                    [-np.sin(angle), 0, np.cos(angle)]])
    return np.vstack([np.zeros(3), h @ rot.T]) + np.array([x, 0, z])


def mp2_energy(left, right, ghost_left=False, ghost_right=False):
    atoms = []
    for xyz, ghost in ((left, ghost_left), (right, ghost_right)):
        for symbol, r in zip(("Si", "H", "H", "H", "H"), xyz):
            atoms.append((("ghost-" if ghost else "") + symbol,
                          tuple(10 * r)))
    mol = gto.M(atom=atoms, basis="6-31g**", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol).run()
    assert mf.converged
    return mp.MP2(mf).run().e_tot


def contact_energy(left, right):
    """Counterpoise-corrected interaction (eV) and closest H-H gap (nm)."""
    hartree = const.physical_constants["Hartree energy in eV"][0]
    energy = (mp2_energy(left, right)
              - mp2_energy(left, right, ghost_right=True)
              - mp2_energy(left, right, ghost_left=True)) * hartree
    gap = np.linalg.norm(left[1:, None] - right[None, 1:], axis=2).min()
    return energy, gap


cant = np.radians(20)
j_dd_up, gap_dd = contact_energy(silane(0, 0, 0), silane(spacing, 0, 0))
j_dd_cant, gap_cant = contact_energy(silane(0, 0, cant),
                                     silane(spacing, 0, cant))
dimer_atom = silane(spacing + shift, -drop, turn)
j_md, gap_md = contact_energy(silane(0, 0, 0), dimer_atom)
j_mm, gap_mm = contact_energy(silane(-shift, -drop, -turn), dimer_atom)
excess_up = 2 * j_md - j_mm - j_dd_up
excess_cant = 2 * j_md - j_mm - j_dd_cant
assert excess_up < 0 and excess_cant < 0 and j_dd_cant < j_dd_up


# --- Neglected effects: vibrations and gas reservoirs ---
def vibrational_free_energy(wavenumbers, temp):
    quantum = const.h * const.c * 100 * np.array(wavenumbers) / const.e
    return np.sum(quantum / 2
                  + KB * temp * np.log(1 - np.exp(-quantum / (KB * temp))))


modes = np.array([2100, 2100, 900, 600, 600, 600])   # cm^-1, rough
vib_shift = (vibrational_free_energy(1.02 * modes, temperature)
             - vibrational_free_energy(modes, temperature))

mass_h = const.m_p + const.m_e


def gas_term(mass, internal, torr, temp):
    """Ideal-gas free energy per particle (eV), ground level at zero."""
    wave = const.h / np.sqrt(2 * np.pi * mass * const.k * temp)
    density = torr * const.torr / (const.k * temp)
    return KB * temp * np.log(density * wave**3 / internal)


inertia_h2 = mass_h * (0.0741e-9)**2 / 2
theta_rot = const.hbar**2 / (2 * inertia_h2 * const.k)
z_h2 = sum((3 if j % 2 else 1) / 4 * (2 * j + 1)
           * np.exp(-j * (j + 1) * theta_rot / temperature) for j in range(30))
mu_h2 = gas_term(2 * mass_h, z_h2, 760, temperature) / 2
bond_h2 = 4.5                    # eV, rough
mu_atomic = bond_h2 / 2 + gas_term(mass_h, 2, 1e-6, temperature)
inertia_sih4 = 8 / 3 * mass_h * (bond_sih * 1e-9)**2
z_sih4 = (np.sqrt(np.pi) / 12 * (2 * inertia_sih4 * const.k * temperature
                                 / const.hbar**2)**1.5)
mass_sih4 = 28.09 * const.atomic_mass + 4 * mass_h
silane_energy = 0.40             # eV per molecule from bulk Si and 2 H2, rough
silane_limits = {p: (silane_energy + gas_term(mass_sih4, z_sih4, p,
                                              temperature)) / 4
                 for p in (1e-6, 760)}

# --- Output ---
print(f"f clean, 2x1, 3x1, 1x1: {f_clean:.2f} {f_mono:.2f} {f_3x1:.2f} "
      f"{f_di:.2f} eV per surface atom")
print(f"chord value at coverage 4/3: {chord:.3f} eV per surface atom")
print(f"margin of 3x1 below chord: {margin:.3f} eV per surface atom")
print(f"margin per 3x1 cell: {3 * margin:.3f} eV")
print(f"mu clean/2x1: {mu_first:.3f} eV")
print(f"mu 2x1/3x1: {mu_low:.3f} eV")
print(f"mu 3x1/1x1: {mu_high:.3f} eV")
print(f"3x1 window width: {mu_high - mu_low:.3f} eV")
print(f"mu 2x1/1x1 if 3x1 were absent: {f_di - f_mono:.3f} eV")
print(f"random cases with / without 3x1: {outcomes[True]} / {outcomes[False]}")
print(f"second-neighbour repulsion assumed: {second_neighbour:.3f} eV")
print(f"window with it: {low_2:.3f} to {high_2:.3f} eV, "
      f"width {high_2 - low_2:.3f} eV")
print(f"temperature of example: {temperature:.0f} K, "
      f"kT = {KB * temperature:.4f} eV")
print(f"mu at window centre: {mu_mid:.4f} eV")
for temp in (300.0, 400.0, 600.0):
    w, a, d, theta = line_closed(mu_mid, temp)
    print(f"line at {temp:.0f} K: P(M after M) {a:.3f}, "
          f"P(D after D) {d:.3f}, coverage {theta:.3f}")
print(f"surface atom spacing: {spacing:.3f} nm")
print(f"Si-H and dimer bond lengths: {bond_sih:.3f}, {bond_dimer:.3f} nm")
print(f"dimer atom shift and drop: {shift:.3f}, {drop:.3f} nm")
print(f"cant angle: {np.degrees(cant):.0f} degrees")
for label, gap, energy in (("DD upright", gap_dd, j_dd_up),
                           ("DD canted", gap_cant, j_dd_cant),
                           ("MD", gap_md, j_md), ("MM", gap_mm, j_mm)):
    print(f"MP2 contact {label}: closest H-H {gap:.3f} nm, "
          f"energy {energy:.3f} eV")
print(f"2J_MD-J_MM-J_DD, upright: {excess_up:.3f} eV per 3x1 cell")
print(f"2J_MD-J_MM-J_DD, canted: {excess_cant:.3f} eV per 3x1 cell")
print("dihydride modes assumed:", *modes, "cm^-1")
print(f"free-energy change for 2% mode shift: {vib_shift:.4f} eV per unit")
print(f"H2 bond energy assumed: {bond_h2:.1f} eV")
print(f"mu of H2 gas at 760 Torr: {mu_h2:.3f} eV")
print(f"mu of atomic H gas at 1e-6 Torr: {mu_atomic:.3f} eV")
print(f"silane formation energy assumed: {silane_energy:.2f} eV per molecule")
for pressure, limit in silane_limits.items():
    print(f"silane limit on mu at {pressure:g} Torr SiH4: {limit:.3f} eV")
print("checks complete")
```

It prints:

```
f clean, 2x1, 3x1, 1x1: 0.00 -0.90 -0.88 -0.75 eV per surface atom
chord value at coverage 4/3: -0.850 eV per surface atom
margin of 3x1 below chord: 0.030 eV per surface atom
margin per 3x1 cell: 0.090 eV
mu clean/2x1: -0.900 eV
mu 2x1/3x1: 0.060 eV
mu 3x1/1x1: 0.195 eV
3x1 window width: 0.135 eV
mu 2x1/1x1 if 3x1 were absent: 0.150 eV
random cases with / without 3x1: 248 / 252
second-neighbour repulsion assumed: 0.010 eV
window with it: 0.085 to 0.190 eV, width 0.105 eV
temperature of example: 400 K, kT = 0.0345 eV
mu at window centre: 0.1275 eV
line at 300 K: P(M after M) 0.141, P(D after D) 0.157, coverage 1.338
line at 400 K: P(M after M) 0.197, P(D after D) 0.231, coverage 1.343
line at 600 K: P(M after M) 0.262, P(D after D) 0.331, coverage 1.356
surface atom spacing: 0.384 nm
Si-H and dimer bond lengths: 0.148, 0.240 nm
dimer atom shift and drop: 0.072, 0.021 nm
cant angle: 20 degrees
MP2 contact DD upright: closest H-H 0.142 nm, energy 0.593 eV
MP2 contact DD canted: closest H-H 0.177 nm, energy 0.316 eV
MP2 contact MD: closest H-H 0.288 nm, energy 0.000 eV
MP2 contact MM: closest H-H 0.429 nm, energy -0.003 eV
2J_MD-J_MM-J_DD, upright: -0.590 eV per 3x1 cell
2J_MD-J_MM-J_DD, canted: -0.313 eV per 3x1 cell
dihydride modes assumed: 2100 2100 900 600 600 600 cm^-1
free-energy change for 2% mode shift: 0.0092 eV per unit
H2 bond energy assumed: 4.5 eV
mu of H2 gas at 760 Torr: -0.229 eV
mu of atomic H gas at 1e-6 Torr: 1.131 eV
silane formation energy assumed: 0.40 eV per molecule
silane limit on mu at 1e-06 Torr SiH4: -0.261 eV
silane limit on mu at 760 Torr SiH4: -0.085 eV
checks complete
```
